# Larin's axial current at one loop and its finite renormalization: a program that tests the result

```python
"""
Result under test: in massless QED the MS-bar one-loop vertex of Larin's axial
current A^mu = (i/3!) eps^{mu nu rho sigma} g_nu g_rho g_sigma violates the
nonsinglet chiral Ward identity by (alpha/pi) qslash gamma5. The finite factor
Z5 = 1 - alpha/pi restores it through first order in alpha:
  q_mu Z5 Gamma_A^mu(p',p) = S^-1(p') gamma5 + gamma5 S^-1(p),  q = p' - p.
Metric (+,-,-,-), eps^{0123} = -1, Feynman gauge, D = 4 - 2 eps.
All one-loop coefficients are in units of alpha/(4 pi); momenta in units of mu.
"""
import itertools
import math
import numpy as np
from scipy.integrate import quad

# ---- double contraction g^a g^b G_n g_b g_a in integer dimensions ----------
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
one2 = np.eye(2, dtype=complex)


def kron_all(factors):
    result = np.eye(1, dtype=complex)
    for factor in factors:
        result = np.kron(result, factor)
    return result


clifford = []
for site in range(5):
    for pauli in (sx, sy):
        clifford.append(kron_all([sz] * site + [pauli] + [one2] * (4 - site)))


def double_contraction(rank, dim):
    """Eigenvalue for a product of `rank` distinct matrices in `dim` dimensions."""
    product = np.eye(32, dtype=complex)
    for j in range(rank):
        product = product @ clifford[j]
    out = product
    for _ in range(2):
        out = sum(g @ out @ g for g in clifford[:dim])
    value = np.trace(product.conj().T @ out).real / 32
    assert np.allclose(out, value * product, atol=1e-10)
    return value


dims = np.arange(4, 11)
contraction = {n: np.array([double_contraction(n, d) for d in dims])
               for n in (1, 3)}
poly = {}
for n in (1, 3):
    # quadratic through three dimensions must predict the other four
    poly[n] = np.poly1d(np.polyfit(dims[:3] - 4.0, contraction[n][:3], 2))
    assert np.allclose(poly[n](dims - 4.0), contraction[n], atol=1e-8)
    assert np.allclose(contraction[n], (dims - 2 * n) ** 2, atol=1e-8)
value4 = {n: poly[n](0.0) for n in (1, 3)}
slope4 = {n: poly[n].deriv()(0.0) for n in (1, 3)}
# pole 1/eps times the order-eps part of the algebra; triangle area is 1/2
finite_constant = {n: -0.5 * slope4[n] for n in (1, 3)}

# ---- radial loop integrals at non-integer dimension ------------------------
delta_test = 0.7
for dim in (2.6, 3.0):
    sphere = 2 * math.pi ** (dim / 2) / math.gamma(dim / 2) / (2 * math.pi) ** dim
    with_l2 = sphere * quad(lambda r: r ** (dim + 1) / (r * r + delta_test) ** 3,
                            0, np.inf, limit=400)[0]
    without = sphere * quad(lambda r: r ** (dim - 1) / (r * r + delta_test) ** 3,
                            0, np.inf, limit=400)[0]
    common = (4 * math.pi) ** (-dim / 2)
    formula_l2 = (common * dim / 4 * math.gamma(2 - dim / 2)
                  * delta_test ** (dim / 2 - 2))
    formula_0 = (common / 2 * math.gamma(3 - dim / 2)
                 * delta_test ** (dim / 2 - 3))
    assert abs(with_l2 / formula_l2 - 1) < 1e-6
    assert abs(without / formula_0 - 1) < 1e-6

# ---- four-dimensional Dirac matrices and Larin's current -------------------
metric = np.array([1.0, -1.0, -1.0, -1.0])
gamma = [np.kron(sz, one2)] + [np.kron(1j * sy, s) for s in (sx, sy, sz)]
gamma_low = [metric[m] * gamma[m] for m in range(4)]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]


def permutation_sign(perm):
    return round(np.linalg.det(np.eye(4)[list(perm)]))


larin = [np.zeros((4, 4), dtype=complex) for _ in range(4)]
for perm in itertools.permutations(range(4)):
    m, n, r, s = perm
    larin[m] += (-permutation_sign(perm) * 1j / 6
                 * gamma_low[n] @ gamma_low[r] @ gamma_low[s])
for m in range(4):
    assert np.allclose(larin[m], gamma[m] @ gamma5)


def slash(v):
    return sum(v[m] * gamma_low[m] for m in range(4))


def square(v):
    return float(np.sum(metric * v * v))


# ---- quadrature over the Feynman triangle (double-exponential rule) --------
step = 0.05
t = np.arange(-70, 71) * step
node = 1 / (1 + np.exp(-math.pi * np.sinh(t)))
conode = 1 / (1 + np.exp(math.pi * np.sinh(t)))      # 1 - node, accurately
weight = step * math.pi * np.cosh(t) * node * conode
rho, rho_c = node[:, None], conode[:, None]
w, w_c = node[None, :], conode[None, :]
area = weight[:, None] * weight[None, :] * rho       # dx dy
x, y = rho * w, rho * w_c
one_minus_x, one_minus_y = rho_c + rho * w_c, rho_c + rho * w
assert abs(area.sum() - 0.5) < 1e-11


def delta_function(p_out, p_in):
    q = p_out - p_in
    masses = [-square(v) for v in (p_out, p_in, q)]
    assert min(masses) > 0
    return rho * (rho_c * (w * masses[0] + w_c * masses[1])
                  + rho * w * w_c * masses[2])


def one_loop_vertex(structures, rank, p_out, p_in):
    """MS-bar one-loop vertex for each Dirac structure, units alpha/(4 pi)."""
    delta = delta_function(p_out, p_in)
    log_integral = np.sum(area * np.log(delta))
    left = [one_minus_x, -y]          # coefficients of p_out and p_in
    right = [-x, one_minus_y]
    slashes = [slash(p_out), slash(p_in)]
    tensor = [[np.sum(area * a * b / delta) for b in right] for a in left]
    local = -0.5 * value4[rank] * log_integral + finite_constant[rank]
    result = []
    for structure in structures:
        inner = sum(tensor[i][j] * slashes[i] @ structure @ slashes[j]
                    for i in range(2) for j in range(2))
        outer = sum(gamma[a] @ inner @ gamma_low[a] for a in range(4))
        result.append(local * structure - outer)
    return result, log_integral


def self_energy_factor(p):
    """f in S^-1 = pslash (1 + alpha/(4 pi) f), by quadrature."""
    virt = -square(p)
    integral = quad(lambda z: -2 * (1 - z) * math.log(z * (1 - z) * virt), 0, 1)[0]
    return integral - 1.0             # -1 is the order-eps part of D-2 on the pole


def contract(q, vertex):
    return sum(metric[m] * q[m] * vertex[m] for m in range(4))


def analyse(p_out, p_in):
    q = p_out - p_in
    f_out, f_in = self_energy_factor(p_out), self_energy_factor(p_in)
    for f, p in ((f_out, p_out), (f_in, p_in)):
        assert abs(f - (1 - math.log(-square(p)))) < 1e-8
    vector, log_integral = one_loop_vertex(gamma, 1, p_out, p_in)
    axial, _ = one_loop_vertex(larin, 3, p_out, p_in)
    vector_error = np.abs(contract(q, vector)
                          - f_out * slash(p_out) + f_in * slash(p_in)).max()
    assert vector_error < 1e-8
    lhs = contract(q, axial)
    rhs = f_out * slash(p_out) @ gamma5 + f_in * gamma5 @ slash(p_in)
    defect = lhs - rhs
    tree = slash(q) @ gamma5
    coefficient = (np.vdot(tree, defect) / np.vdot(tree, tree)).real
    nonlocal_rest = np.abs(defect - coefficient * tree).max()
    assert nonlocal_rest < 1e-8       # the defect is purely local
    assert abs(coefficient - 4) < 1e-8    # 4 alpha/(4 pi) = alpha/pi
    restored_error = np.abs(lhs - 4 * tree - rhs).max()
    assert restored_error < 1e-8
    assert np.abs(defect).max() > 0.1     # identity really fails before Z5
    chirality_error = max(np.abs(axial[m] - 4 * larin[m]
                                 - vector[m] @ gamma5).max() for m in range(4))
    assert chirality_error < 1e-8
    basis = np.column_stack([(slash(p_out) @ gamma5).ravel(),
                             (slash(p_in) @ gamma5).ravel()])
    before = np.linalg.lstsq(basis, lhs.ravel(), rcond=None)[0].real
    after = np.linalg.lstsq(basis, (lhs - 4 * tree).ravel(), rcond=None)[0].real
    assert np.allclose(after, [f_out, -f_in], atol=1e-8)
    return dict(f_out=f_out, f_in=f_in, log=log_integral, coeff=coefficient,
                before=before, after=after, verr=vector_error,
                defect=np.abs(defect).max(), rerr=restored_error,
                cerr=chirality_error)


p_in = np.array([0.2, 0.5, 0.0, 1.0])
p_out = np.array([0.5, -0.3, 0.8, 0.4])
main = analyse(p_out, p_in)
second = analyse(np.array([0.1, 2.0, -0.7, 0.3]), np.array([0.6, -0.4, 1.1, 0.9]))

# ---- the mismatch at finite eps, before the limit --------------------------
delta_main = delta_function(p_out, p_in)
mismatch = {}
for eps in (0.1, 0.01, 0.001):
    algebra = poly[3](-2 * eps) - poly[1](-2 * eps)
    mismatch[eps] = (0.5 * math.exp(eps * np.euler_gamma) * math.gamma(eps)
                     * algebra * np.sum(area * delta_main ** (-eps)))
assert abs(mismatch[0.001] - 4) < 0.02
assert abs(mismatch[0.001] - 4) < 0.2 * abs(mismatch[0.01] - 4)

alpha = 0.1
unit = alpha / (4 * math.pi)
z5 = 1 - main["coeff"] * unit
assert abs(z5 - (1 - alpha / math.pi)) < 1e-9

print("Double contraction, dimensionless: D, vector c1, Larin c3")
for d, c1, c3 in zip(dims[:5], contraction[1], contraction[3]):
    print(f"  D={d}: c1={c1:.0f}, c3={c3:.0f}")
print(f"slope dc1/dD at D=4: {slope4[1]:.4f}")
print(f"slope dc3/dD at D=4: {slope4[3]:.4f}")
print(f"finite constant, vector [alpha/4pi]: {finite_constant[1]:.4f}")
print(f"finite constant, Larin  [alpha/4pi]: {finite_constant[3]:.4f}")
for eps, val in mismatch.items():
    print(f"UV mismatch at eps={eps} [alpha/4pi]: {val:.6f}")
print("p  [mu]:", p_in)
print("p' [mu]:", p_out)
print("q  [mu]:", np.round(p_out - p_in, 6))
print(f"p^2  [mu^2]: {square(p_in):.4f}")
print(f"p'^2 [mu^2]: {square(p_out):.4f}")
print(f"q^2  [mu^2]: {square(p_out - p_in):.4f}")
print(f"triangle integral of ln(Delta/mu^2): {main['log']:.6f}")
print(f"self-energy factor f(p)  [alpha/4pi]: {main['f_in']:.6f}")
print(f"self-energy factor f(p') [alpha/4pi]: {main['f_out']:.6f}")
print("One-loop q.Gamma_A, coefficients [alpha/4pi]:")
print(f"  before Z5, of p'slash gamma5: {main['before'][0]:.6f}")
print(f"  before Z5, of pslash gamma5:  {main['before'][1]:.6f}")
print(f"  after Z5, of p'slash gamma5:  {main['after'][0]:.6f}")
print(f"  after Z5, of pslash gamma5:   {main['after'][1]:.6f}")
print(f"defect / (qslash gamma5), point 1 [alpha/4pi]: {main['coeff']:.8f}")
print(f"defect / (qslash gamma5), point 2 [alpha/4pi]: {second['coeff']:.8f}")
print(f"largest defect entry before Z5 [mu alpha/4pi]: {main['defect']:.4f}")
print("all matrix errors below 1e-8 [alpha/4pi, momenta in mu]:",
      max(r[k] for r in (main, second) for k in ("verr", "rerr", "cerr")) < 1e-8)
print(f"alpha (chosen): {alpha}")
print(f"alpha/(4 pi): {unit:.8f}")
print(f"alpha/pi: {alpha / math.pi:.8f}")
print(f"Z5 from the Ward identity: {z5:.8f}")
print(f"S^-1 coefficient at p' through O(alpha): {1 + unit * main['f_out']:.8f}")
print(f"S^-1 coefficient at p through O(alpha): {1 + unit * main['f_in']:.8f}")
print(f"p'slash gamma5 coefficient before Z5: {1 + unit * main['before'][0]:.8f}")
print(f"p'slash gamma5 coefficient after Z5: {1 + unit * main['after'][0]:.8f}")
print(f"pslash gamma5 coefficient before Z5: {-1 + unit * main['before'][1]:.8f}")
print(f"pslash gamma5 coefficient after Z5: {-1 + unit * main['after'][1]:.8f}")
print("PASS")
```

It prints:

```
Double contraction, dimensionless: D, vector c1, Larin c3
  D=4: c1=4, c3=4
  D=5: c1=9, c3=1
  D=6: c1=16, c3=0
  D=7: c1=25, c3=1
  D=8: c1=36, c3=4
slope dc1/dD at D=4: 4.0000
slope dc3/dD at D=4: -4.0000
finite constant, vector [alpha/4pi]: -2.0000
finite constant, Larin  [alpha/4pi]: 2.0000
UV mismatch at eps=0.1 [alpha/4pi]: 4.609699
UV mismatch at eps=0.01 [alpha/4pi]: 4.053962
UV mismatch at eps=0.001 [alpha/4pi]: 4.005331
p  [mu]: [0.2 0.5 0.  1. ]
p' [mu]: [ 0.5 -0.3  0.8  0.4]
q  [mu]: [ 0.3 -0.8  0.8 -0.6]
p^2  [mu^2]: -1.2100
p'^2 [mu^2]: -0.6400
q^2  [mu^2]: -1.5500
triangle integral of ln(Delta/mu^2): -0.665469
self-energy factor f(p)  [alpha/4pi]: 0.809380
self-energy factor f(p') [alpha/4pi]: 1.446287
One-loop q.Gamma_A, coefficients [alpha/4pi]:
  before Z5, of p'slash gamma5: 5.446287
  before Z5, of pslash gamma5:  -4.809380
  after Z5, of p'slash gamma5:  1.446287
  after Z5, of pslash gamma5:   -0.809380
defect / (qslash gamma5), point 1 [alpha/4pi]: 4.00000000
defect / (qslash gamma5), point 2 [alpha/4pi]: 4.00000000
largest defect entry before Z5 [mu alpha/4pi]: 4.5255
all matrix errors below 1e-8 [alpha/4pi, momenta in mu]: True
alpha (chosen): 0.1
alpha/(4 pi): 0.00795775
alpha/pi: 0.03183099
Z5 from the Ward identity: 0.96816901
S^-1 coefficient at p' through O(alpha): 1.01150919
S^-1 coefficient at p through O(alpha): 1.00644084
p'slash gamma5 coefficient before Z5: 1.04334018
p'slash gamma5 coefficient after Z5: 1.01150919
pslash gamma5 coefficient before Z5: -1.03827183
pslash gamma5 coefficient after Z5: -1.00644084
PASS
```
